# Small-angle deflection of ions by a transverse field in a trench: verification in Python

```python
"""Deflection of an ion by the transverse field of a charged trench.

Result under test: an ion of charge q entering straight down with kinetic
energy K is displaced at the floor by
    D = (q / 2K) * integral_0^h (h - z) E_x(x0, z) dz + O(1/K^2),
for a static field that does not change with K.
x: lateral position, z: depth below the mouth, h: trench depth, w: width,
x0: entry position. Wall potential: -/+ V_wall sin(pi z/h) at x = +/- w/2.
Floor potential: V_floor cos(pi x/w). Mouth at zero potential.
Working units: micrometre, nanosecond, volt, electronvolt; q = e.
"""
import numpy as np
import sympy as sp
from scipy.constants import atomic_mass, e
from scipy.integrate import quad, solve_ivp

depth, width = 1.0, 0.4          # micrometre
wall_volt, floor_volt = 2.0, 5.0  # volt
ion_mass = 40.0                  # atomic mass units

# Potentials, Laplace's equation, and fields by differentiation
x, z, vw, vf = sp.symbols("x z V_wall V_floor", real=True)
h, w = sp.symbols("h w", positive=True)
phi_wall = -vw * sp.sinh(sp.pi*x/h) * sp.sin(sp.pi*z/h) / sp.sinh(sp.pi*w/(2*h))
phi_floor = vf * sp.cos(sp.pi*x/w) * sp.sinh(sp.pi*z/w) / sp.sinh(sp.pi*h/w)
for part in (phi_wall, phi_floor):
    assert sp.simplify(sp.diff(part, x, 2) + sp.diff(part, z, 2)) == 0
phi = (phi_wall + phi_floor).subs({h: depth, w: width})
args = (x, z, vw, vf)
potential = sp.lambdify(args, phi, "numpy")
field_x = sp.lambdify(args, -sp.diff(phi, x), "numpy")
field_z = sp.lambdify(args, -sp.diff(phi, z), "numpy")


def fly(energy, field, x0=0.0, mass=ion_mass):
    """Integrate Newton's equations to the floor.

    Returns displacement, slope dx/dz, kinetic energy (eV), time (ns)."""
    m = mass * atomic_mass
    speed = np.sqrt(2 * energy * e / m) * 1e-3      # micrometre / ns
    accel = e / m * 1e-6                            # per (V / micrometre)

    def rhs(t, y):
        ex, ez = field(y[0], y[1])
        return [y[2], y[3], accel * ex, accel * ez]

    def at_floor(t, y):
        return y[1] - depth
    at_floor.terminal = True
    at_floor.direction = 1
    transit = depth / speed
    sol = solve_ivp(rhs, (0, 10*transit), [x0, 0.0, 0.0, speed],
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    max_step=transit/40, events=at_floor)
    assert sol.status == 1, "ion did not reach the floor"
    xf, zf, vx, vz = sol.y_events[0][0]
    kinetic = 0.5 * m * (vx**2 + vz**2) * 1e6 / e
    return xf - x0, vx / vz, kinetic, sol.t_events[0][0]


def trench(v_wall, v_floor):
    return lambda a, b: (field_x(a, b, v_wall, v_floor),
                         field_z(a, b, v_wall, v_floor))


# Closed formulas for entry on the axis
k = np.pi / depth
peak_field = k * wall_volt / np.sinh(k * width / 2)


def shift_formula(energy):
    return peak_field * depth**2 / (2 * np.pi * energy)


walls_only = trench(wall_volt, 0.0)
with_floor = trench(wall_volt, floor_volt)
energies = [10.0, 25.0, 50.0, 100.0, 200.0, 400.0]
runs = {K: fly(K, walls_only) for K in energies}
assert all(abs(r[0]) < width/2 for r in runs.values())

# Displacement, slope and energy conservation
D100, slope100, kin100, time100 = runs[100.0]
slope_formula = peak_field * depth / (np.pi * 100.0)
assert abs(D100 / shift_formula(100.0) - 1) < 1e-3
assert abs(slope100 / slope_formula - 1) < 5e-3
assert abs(kin100 - 100.0) < 1e-6

# On the axis of an odd potential the relative error falls as 1/K^2
error = {K: runs[K][0] / shift_formula(K) - 1 for K in energies}
ratio_axis = error[100.0] / error[200.0]
assert abs(ratio_axis - 4) < 0.05

# At fixed kinetic energy the mass does not matter
D_heavy = fly(100.0, walls_only, mass=2*ion_mass)[0]
assert abs(D_heavy / D100 - 1) < 1e-8

# Ideal uniform transverse field: exact even at a large angle
K_low = 2.0
D_uni, slope_uni = fly(K_low, lambda a, b: (peak_field, 0.0))[:2]
D_uni_formula = peak_field * depth**2 / (4 * K_low)
assert abs(D_uni / D_uni_formula - 1) < 1e-8

# Charged floor: same leading term on the axis, relative error now 1/K
floor_runs = {K: fly(K, with_floor) for K in energies[1:]}
assert all(abs(r[0]) < width/2 for r in floor_runs.values())
floor_err = {K: fly(K, with_floor)[0] / shift_formula(K) - 1
             for K in (800.0, 1600.0)}
ratio_floor = floor_err[800.0] / floor_err[1600.0]
assert abs(ratio_floor - 2) < 0.1 and floor_err[1600.0] > 0
D_f, _, kin_f, _ = floor_runs[100.0]
assert abs(kin_f + potential(D_f, depth, wall_volt, floor_volt) - 100) < 1e-6

# General entry point: trajectory against the weighted field integral
x_entry = 0.05
weighted = quad(lambda s: (depth - s) * field_x(x_entry, s, wall_volt,
                floor_volt), 0, depth, epsabs=1e-12, epsrel=1e-11)[0]
off_err = {K: fly(K, with_floor, x0=x_entry)[0] / (weighted/(2*K)) - 1
           for K in (800.0, 1600.0)}
ratio_off = off_err[800.0] / off_err[1600.0]
assert abs(off_err[1600.0]) < 0.01 and abs(ratio_off - 2) < 0.1

# Potentials scaled in proportion to K leave the displacement unchanged
D_scaled = fly(200.0, trench(4*wall_volt, 0.0))[0]
assert abs(D_scaled / runs[50.0][0] - 1) < 1e-8

nm = 1000.0
print(f"trench depth: {depth:.1f} um; width: {width:.1f} um")
print(f"peak wall potential: {wall_volt:.1f} V; ion mass: {ion_mass:.0f} u")
print(f"peak transverse field on axis: {peak_field:.4f} V/um")
print(f"100 eV, formula displacement: {shift_formula(100.0)*nm:.3f} nm")
print(f"100 eV, trajectory displacement: {D100*nm:.3f} nm")
print(f"100 eV, formula slope: {slope_formula:.5f} rad")
print(f"100 eV, trajectory slope dx/dz: {slope100:.5f}")
print(f"100 eV, slope as angle: {np.degrees(np.arctan(slope100)):.3f} deg")
print(f"100 eV, transit time: {time100*1000:.2f} ps")
print("walls only: K (eV), trajectory D (nm), formula D (nm), error (%)")
for K in energies:
    print(f"  {K:5.0f} {runs[K][0]*nm:9.3f} {shift_formula(K)*nm:9.3f}"
          f" {100*error[K]:9.4f}")
print(f"error ratio, 100 eV to 200 eV, walls only: {ratio_axis:.4f}")
print(f"floor potential in second table: {floor_volt:.1f} V")
print("charged floor: K (eV), trajectory D (nm), excess over formula (%)")
for K, r in floor_runs.items():
    print(f"  {K:5.0f} {r[0]*nm:9.3f} {100*(r[0]/shift_formula(K)-1):9.3f}")
print(f"error ratio, 800 eV to 1600 eV, charged floor: {ratio_floor:.4f}")
print(f"off-axis entry position: {x_entry*nm:.0f} nm")
print(f"off-axis weighted field integral: {weighted:.4f} V um")
print(f"off-axis error at 800 eV: {100*off_err[800.0]:.4f} %")
print(f"off-axis error at 1600 eV: {100*off_err[1600.0]:.4f} %")
print(f"off-axis error ratio: {ratio_off:.4f}")
print(f"uniform field, {K_low:.0f} eV, trajectory D: {D_uni:.5f} um")
print(f"uniform field, {K_low:.0f} eV, formula D: {D_uni_formula:.5f} um")
print(f"uniform field, {K_low:.0f} eV, slope dx/dz: {slope_uni:.4f}")
print(f"D at 50 eV with {wall_volt:.0f} V walls: {runs[50.0][0]*nm:.3f} nm")
print(f"D at 200 eV with {4*wall_volt:.0f} V walls: {D_scaled*nm:.3f} nm")
print("success")
```

Running it gives:

```
trench depth: 1.0 um; width: 0.4 um
peak wall potential: 2.0 V; ion mass: 40 u
peak transverse field on axis: 9.3711 V/um
100 eV, formula displacement: 14.915 nm
100 eV, trajectory displacement: 14.917 nm
100 eV, formula slope: 0.02983 rad
100 eV, trajectory slope dx/dz: 0.02985
100 eV, slope as angle: 1.710 deg
100 eV, transit time: 45.53 ps
walls only: K (eV), trajectory D (nm), formula D (nm), error (%)
     10   151.860   149.146    1.8197
     25    59.824    59.658    0.2771
     50    29.850    29.829    0.0688
    100    14.917    14.915    0.0172
    200     7.458     7.457    0.0043
    400     3.729     3.729    0.0011
error ratio, 100 eV to 200 eV, walls only: 4.0017
floor potential in second table: 5.0 V
charged floor: K (eV), trajectory D (nm), excess over formula (%)
     25    65.224     9.329
     50    31.142     4.402
    100    15.232     2.131
    200     7.535     1.047
    400     3.748     0.519
error ratio, 800 eV to 1600 eV, charged floor: 2.0044
off-axis entry position: 50 nm
off-axis weighted field integral: 3.2619 V um
off-axis error at 800 eV: 0.2146 %
off-axis error at 1600 eV: 0.1072 %
off-axis error ratio: 2.0014
uniform field, 2 eV, trajectory D: 1.17139 um
uniform field, 2 eV, formula D: 1.17139 um
uniform field, 2 eV, slope dx/dz: 2.3428
D at 50 eV with 2 V walls: 29.850 nm
D at 200 eV with 8 V walls: 29.850 nm
success
```
